# Time-step error of the symmetric transfer matrix for the Hubbard dimer

**Question**

I am working through the time-step error of auxiliary-field Monte Carlo on the smallest case I could find, the Hubbard dimer with two electrons:

\[
H=K+V,\qquad K=-t\sum_{\sigma}\left(c^\dagger_{1\sigma}c_{2\sigma}+c^\dagger_{2\sigma}c_{1\sigma}\right),\qquad V=U\sum_{i=1,2}n_{i\uparrow}n_{i\downarrow},
\]

with \(t,U>0\). One time slice is

\[
S=e^{-\tau K/2}\,e^{-\tau V}\,e^{-\tau K/2},
\]

where \(\tau\) is the imaginary-time step, and \(\hbar=1\). The exercise asks for the \(\tau^2\) shift of the dominant eigenvalue \(\Lambda\) of \(S\), from double commutators and first-order perturbation theory, and then for a confirmation by exact diagonalization. I am stuck on three points.

1. When I expand \(S\) and \(e^{-\tau H}\), they agree through order \(\tau^2\). How can \(\Lambda\) have a \(\tau^2\) shift?
2. I know that \([K,[K,V]]\) and \([V,[V,K]]\) must appear, but I do not trust my signs and prefactors.
3. If I put the half steps on \(V\) instead of \(K\), the two prefactors change places. Does the shift then depend on the ordering?

**Answer**

**What shifts at order \(\tau^2\)**

Your expansion is right, and the wording of the exercise is loose. The quantity with a \(\tau^2\) shift is the energy read off from the eigenvalue,

\[
E_\tau=-\frac{\ln\Lambda}{\tau}.
\]

Suppose \(E_\tau=E_0+c_2\tau^2+O(\tau^4)\), with \(E_0\) the ground energy of \(H\). Then

\[
\Lambda=e^{-\tau E_\tau}=e^{-\tau E_0}\left[1-c_2\tau^3+O(\tau^5)\right],
\]

so \(\Lambda\) itself moves at third order. The energy \(E_\tau\) sets the growth of the norm in a projection: \(M\) slices cover the imaginary time \(\beta=M\tau\), and \(\Lambda^M=e^{-\beta E_\tau}\). An error \(\tau^3\) per slice, accumulated over \(\beta/\tau\) slices, is an error \(\tau^2\) in this growth energy. It is a property of \(S\), so more sampling at fixed \(\tau\) does not remove it. Other energy estimators have other errors. For example, the dominant eigenvector of \(S\) differs from the ground state of \(H\) at order \(\tau^2\) (it is the ground state of the \(H_{\rm eff}\) below), so the average of \(H\) in that normalized vector lies at or above \(E_0\) and differs from it only at order \(\tau^4\). Everything below concerns \(E_\tau\).

**The effective Hamiltonian**

With \(B=e^{-\tau V/2}e^{-\tau K/2}\) we have \(S=B^\dagger B\), and \(B\) is invertible. Hence \(S\) is Hermitian and positive, and it has a Hermitian logarithm:

\[
S=e^{-\tau H_{\rm eff}(\tau)}.
\]

Reversing the sign of \(\tau\) inverts \(S\), because the outer factors cancel first and then the inner ones: \(S(\tau)S(-\tau)=1\). Therefore \(\ln S(\tau)\) is odd in \(\tau\), and \(H_{\rm eff}\) is even:

\[
H_{\rm eff}=H+\tau^2W+O(\tau^4).
\]

To find \(W\), compare the cubic terms of the two forms of \(S\). The exponential of \(-\tau H-\tau^3W\) has the cubic term \(-\tau^3(H^3/6+W)\). The product of three exponentials has the cubic term

\[
-\tau^3\sum_{i+j+k=3}\frac{K^iV^jK^k}{2^{i+k}\,i!\,j!\,k!}.
\]

Sort the words by the number of factors \(V\):

- No \(V\): the sum gives \(K^3/6\), as does \(H^3/6\). They cancel. The same holds for \(V^3/6\).
- One \(V\): the sum gives \(\tfrac18K^2V+\tfrac14KVK+\tfrac18VK^2\), while \(H^3/6\) contains each word with weight \(\tfrac16\). The differences are \(-\tfrac1{24},\ +\tfrac1{12},\ -\tfrac1{24}\).
- Two \(V\): the sum gives \(\tfrac14KV^2+\tfrac14V^2K\) and no \(VKV\), while \(H^3/6\) again has weight \(\tfrac16\) for each. The differences are \(+\tfrac1{12}\) for \(KV^2\) and \(V^2K\), and \(-\tfrac16\) for \(VKV\).

Since \([K,[K,V]]=K^2V-2KVK+VK^2\), and likewise with \(K\) and \(V\) exchanged,

\[
W=-\frac1{24}[K,[K,V]]+\frac1{12}[V,[V,K]].
\]

**First-order perturbation theory**

The largest eigenvalue of \(S\) belongs to the lowest eigenvalue of \(H_{\rm eff}\). The ground state of \(H\) is nondegenerate, as the spectrum below shows, so

\[
E_\tau=E_0+\tau^2\langle W\rangle+O(\tau^4),
\]

with the average taken in the ground state of \(H\). First order suffices for the whole \(\tau^2\) coefficient: the second-order effect of \(\tau^2W\) is of order \(\tau^4\), as is the next term of \(H_{\rm eff}\).

The two averages in \(\langle W\rangle\) are equal. In an eigenstate of \(H\), \(\langle[H,C]\rangle=0\) for any operator \(C\). Take \(C=[K,V]\):

\[
0=\langle[K,[K,V]]\rangle+\langle[V,[K,V]]\rangle
=\langle[K,[K,V]]\rangle-\langle[V,[V,K]]\rangle .
\]

Therefore

\[
\langle W\rangle=\left(-\frac1{24}+\frac2{24}\right)\langle[V,[V,K]]\rangle=\frac1{24}\langle[V,[V,K]]\rangle .
\]

This answers your third point at order \(\tau^2\): exchanging the prefactors of two equal averages changes nothing. The eigenvalues in fact agree at any \(\tau\). With \(S'=e^{-\tau V/2}e^{-\tau K}e^{-\tau V/2}\),

\[
e^{-\tau K/2}\,S\,e^{\tau K/2}=e^{-\tau K}e^{-\tau V}=e^{\tau V/2}\,S'\,e^{-\tau V/2},
\]

so \(S\) and \(S'\) are similar matrices. The argument concerns eigenvalues; the eigenvectors are changed by the similarity transformation.

The sign of the shift also follows before any matrix is written down. Because \([V,K]=[V,H]\),

\[
\langle[V,[V,K]]\rangle=\langle V^2H-2VHV+HV^2\rangle=-2\,\langle V(H-E_0)V\rangle\le0 .
\]

To order \(\tau^2\) the energy \(E_\tau\) thus cannot lie above \(E_0\). It is not a variational upper bound.

**Reduction to two states**

Write the opposite-spin states with the up operator first:

\[
|a\rangle=c^\dagger_{1\uparrow}c^\dagger_{2\downarrow}|0\rangle,\quad
|b\rangle=c^\dagger_{2\uparrow}c^\dagger_{1\downarrow}|0\rangle,\quad
|d_i\rangle=c^\dagger_{i\uparrow}c^\dagger_{i\downarrow}|0\rangle .
\]

Hopping replaces the site index of one creation operator at a time and leaves the order of the operators alone, so no extra signs arise:

\[
K|a\rangle=K|b\rangle=-t\left(|d_1\rangle+|d_2\rangle\right),\qquad
K|d_1\rangle=K|d_2\rangle=-t\left(|a\rangle+|b\rangle\right).
\]

The covalent singlet \(|C\rangle=(|a\rangle+|b\rangle)/\sqrt2\) and the even ionic state \(|I\rangle=(|d_1\rangle+|d_2\rangle)/\sqrt2\) therefore form a closed pair:

\[
K|C\rangle=-2t|I\rangle,\quad K|I\rangle=-2t|C\rangle,\quad V|C\rangle=0,\quad V|I\rangle=U|I\rangle .
\]

The other four two-electron states are inert. The combination \(|a\rangle-|b\rangle\) and the two parallel-spin states are the triplet, with \(K=V=0\); for parallel spins the Pauli principle blocks the hopping. The odd ionic state \(|d_1\rangle-|d_2\rangle\) has \(K=0\) and \(V=U\).

In the basis \((|C\rangle,|I\rangle)\), with Pauli matrices \(X\) and \(Z\),

\[
K=-2tX,\qquad V=\frac U2(1-Z),\qquad H=\frac U2-G,\qquad G=2tX+\frac U2Z .
\]

Since \(XZ=-ZX\), the cross terms in \(G^2\) cancel, and

\[
G^2=R^2,\qquad R=\sqrt{4t^2+\frac{U^2}4}=\frac12\sqrt{U^2+16t^2}.
\]

The pair has energies \(U/2\mp R\), and the other states have energies \(0\) and \(U\). Because \(R>U/2\), the ground energy \(E_0=U/2-R\) is negative and nondegenerate.

**The double commutators**

From \(ZX=-XZ\) we get \([Z,X]=2ZX\). The constant in \(V\) drops out of commutators, so

\[
[V,K]=\left(-\frac U2\right)(-2t)[Z,X]=2Ut\,ZX .
\]

Using \(Z^2=1\) and \(ZXZ=-X\),

\[
[V,[V,K]]=-\frac U2\,2Ut\,(Z\,ZX-ZX\,Z)=-2U^2t\,X .
\]

Using \([K,V]=-2Ut\,ZX\), \(X^2=1\) and \(XZX=-Z\),

\[
[K,[K,V]]=(-2t)(-2Ut)(X\,ZX-ZX\,X)=-8Ut^2\,Z .
\]

As operators the two are different; their ground-state averages coincide. The ground state obeys \(G|g\rangle=R|g\rangle\), so \(\langle XG+GX\rangle=2R\langle X\rangle\). But \(XG+GX=4t\), because the \(Z\) part of \(G\) anticommutes with \(X\). In the same way \(ZG+GZ=U\). Hence

\[
\langle X\rangle=\frac{2t}R,\qquad\langle Z\rangle=\frac U{2R},
\]

and

\[
\langle[V,[V,K]]\rangle=\langle[K,[K,V]]\rangle=-\frac{4t^2U^2}R .
\]

Dividing by 24 gives the coefficient \(c_2=\langle W\rangle\):

\[
\boxed{E_\tau=E_0-\frac{t^2U^2}{3\sqrt{U^2+16t^2}}\,\tau^2+O(\tau^4)}
\]

The shift vanishes for \(t=0\) or \(U=0\), where one of the two terms is absent and the factorization is exact. For \(U\ll t\) it tends to \(-tU^2\tau^2/12\), and for \(U\gg t\) to \(-t^2U\tau^2/3\). In the second limit \(E_0\approx-4t^2/U\), so the shift relative to \(E_0\) is \((U\tau)^2/12\). The energy to be resolved is then the small scale \(t^2/U\), yet the time step must be short compared with \(1/U\).

**The eigenvalue at finite \(\tau\)**

The dimer also allows a solution without expansion. In the pair block,

\[
S=e^{-\tau U/2}\,e^{t\tau X}\,e^{U\tau Z/2}\,e^{t\tau X}.
\]

The exponentials of the traceless matrices have determinant 1, so the determinant of the block is \(e^{-\tau U}\). Its two positive eigenvalues can be written \(e^{-\tau U/2\pm\theta}\) with \(\theta\ge0\). For the trace, move the last factor to the front and use \(e^{xX}=\cosh x+X\sinh x\), and likewise for \(Z\). Since \(X\), \(Z\) and \(XZ\) are traceless, only the product of the cosines hyperbolic survives:

\[
\cosh\theta=\cosh(2t\tau)\cosh\left(\frac{U\tau}2\right),\qquad
\Lambda=e^{-\tau U/2+\theta},\qquad E_\tau=\frac U2-\frac\theta\tau .
\]

This is the dominant eigenvalue for every \(\tau>0\). The first equation gives \(\theta>U\tau/2\), so \(\Lambda>1\), while the remaining eigenvalues are \(1\) (three times), \(e^{-\tau U}\) and \(e^{-\tau U/2-\theta}\).

If you fix half filling by a chemical potential \(U/2\) rather than by the electron number, the conclusion stands. The two-electron state then has energy \(-U/2-\theta/\tau\). The lowest levels with one or three electrons lie at \(-t-U/2\), and those with zero or four at \(0\). Since \(\theta>2t\tau\), the two-electron state is lowest.

Now expand, with \(p=2t\) and \(q=U/2\), so that \(pq=tU\) and \(p^2+q^2=R^2\). Put \(\theta^2=\tau^2(R^2+s_1\tau^2+s_2\tau^4+\dots)\) into \(\cosh\theta=1+\theta^2/2+\theta^4/24+\theta^6/720+\dots\). At order \(\tau^4\),

\[
\frac{p^4+q^4}{24}+\frac{p^2q^2}4=\frac{s_1}2+\frac{(p^2+q^2)^2}{24}
\quad\Rightarrow\quad s_1=\frac{p^2q^2}3 .
\]

At order \(\tau^6\),

\[
\frac{p^6+q^6+15p^2q^2R^2}{720}=\frac{s_2}2+\frac{R^2s_1}{12}+\frac{R^6}{720}.
\]

With \(R^6=p^6+q^6+3p^2q^2R^2\) this becomes \(s_2/2=p^2q^2R^2(1/60-1/36)\), so \(s_2=-p^2q^2R^2/45\). The square root is

\[
\frac\theta\tau=R+\frac{s_1}{2R}\tau^2+\left(\frac{s_2}{2R}-\frac{s_1^2}{8R^3}\right)\tau^4+\dots
\]

and therefore

\[
E_\tau=E_0-\frac{t^2U^2}{6R}\tau^2+c_4\tau^4+\dots,\qquad
c_4=\frac{t^2U^2R}{90}+\frac{t^4U^4}{72R^3}.
\]

The \(\tau^2\) term agrees with the commutator result, because \(6R=3\sqrt{U^2+16t^2}\). The next term has the opposite sign, so at small \(\tau\) the leading formula overestimates the size of the shift. It is reliable when

\[
\frac{c_4\tau^2}{|c_2|}=\left(\frac{R^2}{15}+\frac{t^2U^2}{12R^2}\right)\tau^2\ll1 .
\]

At large \(\tau\) it fails altogether. There \(\cosh\theta\approx e^\theta/2\) and the right-hand side is about \(e^{(2t+U/2)\tau}/4\), so \(E_\tau\to-2t+(\ln2)/\tau\). The energy approaches \(-2t\), the sum of the lowest eigenvalues of \(K\) and \(V\) taken separately, whereas the \(\tau^2\) formula decreases without bound.

**Numbers from exact diagonalization**

Take \(t=1\) and \(U=6\), with energies in units of \(t\) and \(\tau\) in units of \(1/t\). Then \(R=\sqrt{4+9}=3.6056\) and \(E_0=3-3.6056=-0.6056\). Each double commutator averages to \(-4\cdot36/3.6056=-39.938\), and

\[
c_2=\frac{39.938}{24}-\frac{39.938}{12}=1.6641-3.3282=-1.6641 .
\]

For the confirmation, build \(K\) and \(V\) as matrices in the six-dimensional two-electron space, form \(S\) with matrix exponentials, and diagonalize \(S\) and \(H\) numerically. The quotient \(D(\tau)=(E_\tau-E_0)/\tau^2\) tends to \(c_2\) with a correction proportional to \(\tau^2\). The combination \([4D(0.02)-D(0.04)]/3\) removes that correction and gives \(-1.6641\).

At larger steps the shifts \(E_\tau-E_0\) are as follows, with \(c_4=1.8262\):

| \(\tau\) | diagonalization | \(c_2\tau^2\) | \(c_2\tau^2+c_4\tau^4\) |
|---|---|---|---|
| 0.40 | −0.22430 | −0.26626 | −0.21950 |
| 0.20 | −0.06371 | −0.06656 | −0.06364 |
| 0.10 | −0.01646 | −0.01664 | −0.01646 |
| 0.05 | −0.00415 | −0.00416 | −0.00415 |

The ratio of the second column to the third is 0.842, 0.957, 0.989 and 0.997 from top to bottom. Its distance from 1 at small \(\tau\) is the correction \(c_4\tau^2/|c_2|=1.097\,\tau^2\). At \(\tau=0.4\) the fourth-order term overcorrects, and still higher terms are visible.

Your first point can be seen at \(\tau=0.1\). There \(\Lambda=1.064176\) and \(e^{-\tau E_0}=1.062426\), a difference of \(0.001750\). The cubic estimate \(|c_2|\tau^3e^{-\tau E_0}\) is \(0.001768\). The corresponding energy shift is 2.7% of \(|E_0|\).

The formula also tells you how to choose the step for a given accuracy of \(E_\tau\). For an error of \(0.001\) in \(E_\tau\) it suggests \(\tau=\sqrt{0.001/1.6641}=0.02451\), and diagonalization at that step gives a shift of \(-0.000999\). Alternatively, eliminate the \(\tau^2\) term between two larger steps:

\[
\frac{4E_{0.1}-E_{0.2}}3=\frac{4(-0.622011)+0.669266}3=-0.606259 .
\]

This differs from \(E_0\) by \(-0.00071\), about 23 times less than the shift at \(\tau=0.1\). What remains comes mainly from the fourth-order term, which contributes \(c_4(4\cdot0.1^4-0.2^4)/3=-4c_4\cdot0.1^4=-0.00073\).

Numerical values quoted here were computed with a short program.
